# Path-integral Langevin thermostat: optimal friction for free ring-polymer modes, part 2

The classical density $e^{-\beta_nH_n}$ of a ring polymer with $n$ beads $q_j$, mass $m$ and potential $V$ is sampled at $\beta=1/k_BT$ by Langevin dynamics. We seek the frictions that minimize autocorrelation times. Frequencies are angular; $t$ is sampling time.

$$\beta_n=\frac{\beta}{n},\qquad \omega_n=\frac{1}{\beta_n\hbar}=\frac{n}{\beta\hbar}.\tag{1}$$

With $\delta f=f-\langle f\rangle$,

$$C_f(t)=\frac{\langle\delta f(0)\,\delta f(t)\rangle}{\langle\delta f^2\rangle},\qquad \tau_f=\int_0^\infty C_f(t)\,dt.\tag{2}$$

An orthogonal transformation of the beads gives modes $\tilde q_k,\tilde p_k$:

$$H_n=\sum_{k=0}^{n-1}H_k+\sum_jV(q_j),\qquad H_k=\frac{\tilde p_k^2}{2m}+\frac12m\omega_k^2\tilde q_k^2,\qquad \omega_k=2\omega_n\sin\frac{k\pi}{n}.\tag{6}$$

Mode $k$ has friction $\gamma_k$ and noise $\sqrt{2D_k}\,dW_k$, with $W_k$ independent Wiener processes. The density is stationary if and only if

$$D_k=\frac{m\gamma_k}{\beta_n}.\tag{10}$$

A step of length $h$ is (11), half kick from $V$, (12), half kick, (11), with $\xi_k$ standard normal:

$$\tilde p_k\leftarrow c_{1}\tilde p_k+\sqrt{m/\beta_n}\;c_{2}\,\xi_k,\qquad c_1=e^{-\gamma_kh/2},\qquad c_2=\sqrt{1-c_1^2},\tag{11}$$

$$\tilde q_k\leftarrow\tilde q_k\cos\omega_kh+\frac{\tilde p_k}{m\omega_k}\sin\omega_kh,\qquad \tilde p_k\leftarrow\tilde p_k\cos\omega_kh-m\omega_k\tilde q_k\sin\omega_kh,\tag{12}$$

For one free mode ($V=0$, $k\ne0$, index dropped), $x=\omega\tilde q\sqrt{m\beta_n}$ and $y=\tilde p\sqrt{\beta_n/m}$ are independent standard normal variables in equilibrium, and $z=(x,y)^{\mathsf T}$ obeys

$$dz=-Az\,dt+\binom{0}{\sqrt{2\gamma}}dW,\qquad A=\begin{pmatrix}0&-\omega\\ \omega&\gamma\end{pmatrix},\tag{13}$$

$A$ has eigenvalues $\mu_\pm=\gamma/2\pm\sqrt{\gamma^2/4-\omega^2}$. Quadratic observables decay at rates

$$2\mu_-,\qquad \mu_++\mu_-=\gamma,\qquad 2\mu_+,\tag{16}$$

For $f=f_a(x^2-1)+f_c(y^2-1)$,

$$\tau_f=\frac{1}{f_a^2+f_c^2}\left[\frac{(f_a+f_c)^2}{2\gamma}+\frac{\gamma f_a^2}{2\omega^2}\right].\tag{19}$$

For the total, spring and kinetic energies (subscripts $H,V,K$),

$$\tau_H=\frac1\gamma+\frac{\gamma}{4\omega^2},\qquad \tau_V=\frac1{2\gamma}+\frac{\gamma}{2\omega^2},\qquad \tau_K=\frac1{2\gamma}.\tag{20}$$

With $\lambda=\gamma/2\omega$,

$$\omega\tau_H-1=\frac{1+\lambda^2-2\lambda}{2\lambda}=\frac{(1-\lambda)^2}{2\lambda}\ge0.\tag{21}$$

$$\gamma_k=2\omega_k,\qquad \tau_{H,\min}=\frac{1}{\omega_k}\qquad(k\ne0).\tag{22}$$

The spring energy has its optimum at $\gamma=\omega$. The centroid ($k=0$, $\omega_0=0$) has separate friction $\gamma_0=1/\tau_0$ and, when free, $\tau=1/2\gamma_0$. For independent modes of equal energy variance, the autocorrelation time of the summed energy is the mean of the $\tau_{H_k}$.

The worked example uses $T=300$ K, $n=32$, $h=0.25$ fs, $\tau_0=100$ fs.

### The correlation function and critical damping

The solution of (13) is $z(t)=Ez(0)+\eta$ with $E=e^{-At}$ and $\eta$ of zero mean and independent of $z(0)$. The conditional mean of $\beta_nH(t)$ is $\tfrac12z^{\mathsf T}E^{\mathsf T}Ez$ plus a constant, which drops out of the covariance. Wick's theorem gives $\langle z_iz_iz_jz_l\rangle-\delta_{jl}=2\delta_{ij}\delta_{il}$ for each fixed $i$, so the covariance with $\tfrac12\sum_iz_i^2$ is $\tfrac14\cdot2\,\mathrm{tr}\,E^{\mathsf T}E$. The variance is its value 1 at $t=0$. The same steps for $x^2$ and $y^2$ give

$$C_H=\tfrac12\sum_{ij}E_{ij}^2,\qquad C_V=E_{11}^2,\qquad C_K=E_{22}^2.\tag{23}$$

These are non-negative, so the times (20) cannot be small through cancellation of positive and negative parts. At $\gamma=2\omega$ the eigenvalues $\mu_\pm$ merge, which is critical damping. Then $A=\omega I+N$ with $N=\omega\begin{pmatrix}-1&-1\\1&1\end{pmatrix}$ and $N^2=0$, so with $s=\omega t$

$$E=e^{-s}\begin{pmatrix}1+s&s\\-s&1-s\end{pmatrix},\qquad C_H=\tfrac12e^{-2s}(2+4s^2)=e^{-2s}(1+2s^2).\tag{24}$$

The integrals $\int_0^\infty e^{-2s}ds=\tfrac12$ and $\int_0^\infty s^2e^{-2s}ds=\tfrac14$ give $\omega\tau_H=\tfrac12+\tfrac12=1$, as in (22).

The slowest rate in (16) has real part $\gamma$ for $\gamma<2\omega$, where the square root is imaginary, and equals $\gamma-\sqrt{\gamma^2-4\omega^2}=4\omega^2/(\gamma+\sqrt{\gamma^2-4\omega^2})$ for $\gamma>2\omega$. It rises, then falls, and peaks at $\gamma=2\omega$. The choice (22) thus also gives the largest asymptotic decay rate. It does not make $C_H$ smallest at a given time, because of the factor $1+2s^2$ in (24). For $\gamma<2\omega$, $A=\tfrac\gamma2I+N$ with $N^2=-\nu^2I$ and $\nu=\sqrt{\omega^2-\gamma^2/4}$, so at $\nu t=\pi$ one has $E=-e^{-\gamma t/2}I$ and $C_H=e^{-\gamma t}$; at $s=10$ this occurs for $\gamma\approx1.9\omega$ and gives about $e^{-19}$, against $201e^{-20}$ at critical damping. The asymptotic rate and the integrated time are distinct criteria, since for the spring energy the integrated time prefers $\gamma=\omega$.

### Finite time step

For $V=0$ one step is $z\leftarrow Mz+\text{noise}$ with $M=DRD$, where by (11) and (12)

$$D=\begin{pmatrix}1&0\\0&c_1\end{pmatrix},\qquad R=\begin{pmatrix}\cos\theta&\sin\theta\\-\sin\theta&\cos\theta\end{pmatrix},\qquad\theta=\omega h,\qquad u=c_1^2=e^{-\gamma h}.\tag{25}$$

The energy is read after the last thermostat half step. The unit covariance is kept exactly for any $h$, because (11) maps it to $D^2+\mathrm{diag}(0,1-u)=I$ and $RR^{\mathsf T}=I$. The argument leading to (23) gives $C_l=\tfrac12\mathrm{tr}\,(M^l)^{\mathsf T}M^l$ after $l$ steps. The mean of $N_s$ readings has variance $N_s^{-2}\sum_{l,l'}C_{|l-l'|}$ in units of $\langle\delta H^2\rangle$, and the lag $l\ge1$ occurs $2(N_s-l)$ times. This defines

$$\tau_h^{(N_s)}=h\Big[\tfrac12+\sum_{l=1}^{N_s-1}\Big(1-\frac{l}{N_s}\Big)C_l\Big],\qquad\tau_h=h\Big[\tfrac12+\sum_{l\ge1}C_l\Big],\tag{26}$$

with the variance equal to $2\tau_h^{(N_s)}/N_sh$. Since $C_l\ge0$, the finite-run value lies below $\tau_h$. The sum converges when $\sin\theta\neq0$: $|Mz|=|z|$ would need $y=0$ both before and after the rotation, and the rotation produces $y=-x\sin\theta$, so $|Mz|<|z|$ for all $z\ne0$.

Let $P=\sum_{l\ge0}(M^l)^{\mathsf T}M^l$, so that $\tfrac12\mathrm{tr}P=1+\sum_{l\ge1}C_l$ and $\tau_h=h(\tfrac12\mathrm{tr}P-\tfrac12)$. Separating the first term gives $P=I+M^{\mathsf T}PM$. With $Q=DPD$ and $W=R^{\mathsf T}QR$ this is $P=I+DWD$, and multiplying by $D$ on both sides gives $Q=D^2+D^2WD^2$:

$$Q_{11}=1+W_{11},\qquad Q_{12}=uW_{12},\qquad Q_{22}=u+u^2W_{22}.\tag{27}$$

A rotation keeps the trace, so $(Q_{11}-1)+(Q_{22}-u)/u^2=Q_{11}+Q_{22}$. Multiplying by $u^2$ gives $Q_{22}(1-u^2)=u+u^2$, hence $Q_{22}=u/(1-u)$. Let $d=(Q_{11}-Q_{22})/2$ and $e=Q_{12}$. The columns of $R$ are $(\cos\theta,-\sin\theta)$ and $(\sin\theta,\cos\theta)$, so

$$W_{11}=\tfrac12\mathrm{tr}Q+d\cos2\theta-e\sin2\theta,\qquad W_{12}=d\sin2\theta+e\cos2\theta.\tag{28}$$

With $Q_{11}=\tfrac12\mathrm{tr}Q+d$, the first of (27) is $d(1-\cos2\theta)+e\sin2\theta=1$, and the second gives $e=ud\sin2\theta/(1-u\cos2\theta)$. Substituting, with $\sin^22\theta=(1-\cos2\theta)(1+\cos2\theta)$, the left side becomes $d(1-\cos2\theta)[1-u\cos2\theta+u+u\cos2\theta]/(1-u\cos2\theta)$. Writing $1-u\cos2\theta=(1-u)+u(1-\cos2\theta)$ and $1-\cos2\theta=2\sin^2\theta$,

$$d=\frac{1-u\cos2\theta}{(1-\cos2\theta)(1+u)}=\frac{1-u}{1+u}\,\frac{1}{2\sin^2\theta}+\frac{u}{1+u}.\tag{29}$$

Now $P_{11}=Q_{11}=2d+u/(1-u)$ and $P_{22}=Q_{22}/u=1/(1-u)$, so $\tfrac12\mathrm{tr}P-\tfrac12=d+u/(1-u)$. The identities $u/(1-u)+u/(1+u)=2u/(1-u^2)=1/\sinh\gamma h$ and $(1-u)/(1+u)=\tanh(\gamma h/2)$ give

$$\tau_h=h\left[\frac{1}{\sinh\gamma h}+\frac{\tanh(\gamma h/2)}{2\sin^2\omega h}\right].\tag{30}$$

For small $\gamma h$ and $\omega h$, the first term is $\gamma^{-1}(1-\gamma^2h^2/6)$ and the second is $(\gamma/4\omega^2)(1-\gamma^2h^2/12+\omega^2h^2/3)$. Since $-\gamma/6+\gamma/12=-\gamma/12$,

$$\tau_h=\tau_H-h^2\left(\frac{\gamma}{12}+\frac{\gamma^3}{48\omega^2}\right)+O(h^4).\tag{31}$$

For $\gamma=1.3$, $\omega=1$ the coefficient is $-(0.1083+0.0458)=-0.1541$, the value found from the explicit sum.

With $\alpha=\gamma h$ and $\sigma=\sinh(\alpha/2)$, the derivative of the bracket in (30) is $-\cosh\alpha/\sinh^2\alpha+1/[4\sin^2\theta\cosh^2(\alpha/2)]$. Using $\cosh\alpha=1+2\sigma^2$ and $\sinh^2\alpha=4\sigma^2\cosh^2(\alpha/2)$,

$$\frac{\partial(\tau_h/h)}{\partial\alpha}=\frac{\sigma^2-(1+2\sigma^2)\sin^2\theta}{4\sigma^2\sin^2\theta\cosh^2(\alpha/2)}=\frac{\sigma^2\cos2\theta-\sin^2\theta}{4\sigma^2\sin^2\theta\cosh^2(\alpha/2)}.\tag{32}$$

For $\theta<\pi/4$ the numerator changes sign once, from negative to positive, at the minimum

$$\sinh\frac{\gamma_{\rm opt}h}{2}=\frac{\sin\omega h}{\sqrt{\cos2\omega h}}.\tag{33}$$

The expansions $\sin\theta\simeq\theta(1-\theta^2/6)$, $(\cos2\theta)^{-1/2}\simeq1+\theta^2$ and $\operatorname{arsinh}v\simeq v(1-v^2/6)$ give $\gamma_{\rm opt}\simeq2\omega(1+\tfrac23\theta^2)$ at leading order. For $\pi/4\le\theta\le3\pi/4$ the numerator is always negative: $\tau_h$ falls monotonically towards $h/2\sin^2\theta$, reached by drawing fresh momenta, and no finite optimum exists. For $3\pi/4<\theta<\pi$, $\cos2\theta$ is positive again and (33) gives a finite optimum once more. As $\theta\to\pi$, $\tau_h$ diverges, because the rotation returns $x$ to $-x$ and $x^2$ no longer changes.

### An external potential

For $V=\tfrac12m\Omega^2q^2$, orthogonality gives $\sum_jq_j^2=\sum_k\tilde q_k^2$, so the modes stay independent with frequencies $\tilde\omega_k=\sqrt{\omega_k^2+\Omega^2}$. Equation (21) applies with $\omega\to\tilde\omega_k$, and the free-ring friction $2\omega_k$ corresponds to $\lambda=\omega_k/\tilde\omega_k<1$. It is near the optimum when $\omega_k\gg\Omega$ and too weak otherwise. Equipartition at $\beta_n$ gives $\langle\tilde q_k^2\rangle=1/\beta_nm\tilde\omega_k^2$, so the bead average is $\langle q^2\rangle_n=(\beta m)^{-1}\sum_k\tilde\omega_k^{-2}$, whatever the frictions. For anharmonic $V$ the modes couple and no optimality statement has been derived here; the stationarity condition (10) still holds.

### Worked example

The parameters are round model values: $T=300$ K, $n=32$, $h=0.25$ fs, $\tau_0=100$ fs. Then $k_BT/\hbar=0.03928\ \mathrm{fs^{-1}}$ and $\omega_n=32\times0.03928\approx1.257\ \mathrm{fs^{-1}}$ (6672 cm$^{-1}$). From (6), $\omega_1=2\times1.2568\times\sin(\pi/32)=0.2464\ \mathrm{fs^{-1}}$ (1308 cm$^{-1}$) and $\omega_{16}=2\omega_n=2.5137\ \mathrm{fs^{-1}}$ (13345 cm$^{-1}$). The table has $\gamma_k=2\omega_k$ in fs$^{-1}$ and times in fs, with $\tau_h$ taken at $\gamma_k$.

| $k$ | $\gamma_k$ | $\tau_H$ | $\tau_h$ | $\gamma_{\rm opt}/2\omega_k$ |
|---|---|---|---|---|
| 1 | 0.4928 | 4.059 | 4.054 | 1.0025 |
| 2 | 0.9808 | 2.039 | 2.029 | 1.0102 |
| 4 | 1.9239 | 1.040 | 1.020 | 1.0409 |
| 8 | 3.5549 | 0.563 | 0.530 | 1.1656 |
| 16 | 5.0273 | 0.398 | 0.356 | 1.4667 |

For $k=16$, $\tau_H=1/2.5137=0.3978$ fs, $\theta=2.5137\times0.25=0.6284$ and $c_1=e^{-0.6284}=0.5334$. In (30), $u=0.5334^2=0.2845$, so $1/\sinh\gamma h=2u/(1-u^2)=0.619$ and $\tanh(\gamma h/2)=0.7155/1.2845=0.557$; with $\sin^2\theta=0.3456$, $\tau_h=0.25\times(0.619+0.557/0.691)=0.356$ fs. In (33), $\cos2\theta=1-2\times0.3456=0.309$, the right side is $0.588/0.556=1.058$, and $\gamma_{\rm opt}=8\operatorname{arsinh}1.058=7.37\ \mathrm{fs^{-1}}$. This is 47% above $2\omega_{16}$, yet $\tau_h$ falls only to 0.3440 fs, so $2\omega_{16}$ costs 3.6% relative to the finite-step minimum. For $k=2$ the leading-order shift $1+\tfrac23(0.1226)^2=1.0100$ compares with 1.0102. All internal modes have a finite optimum for $h<\pi/(4\times2.5137)\approx0.312$ fs, the step at which $\omega_{16}h$ reaches $\pi/4$ and the highest mode loses it. The mean of $\tau_H$ over the 31 internal modes is 0.939 fs, and the free centroid has $\tau_0/2=50$ fs.

A well with $\Omega=3000\ \mathrm{cm^{-1}}=0.5651\ \mathrm{fs^{-1}}$ and $m=1$ u has $\beta\hbar\Omega=14.39$. The times quoted for the well are continuous-time values, which a finite step shifts at order $h^2$. For $k=1$, $\tilde\omega_1=\sqrt{0.2464^2+0.5651^2}=0.6165\ \mathrm{fs^{-1}}$, $\lambda=0.2464/0.6165=0.400$ and $(\lambda+1/\lambda)/2=1.45$: $\tau=2.35$ fs against the attainable 1.62 fs. For $k=16$, $\lambda=0.9756$ and the ratio is 1.0003. The centroid, now an oscillator with $\gamma_0=0.010\ \mathrm{fs^{-1}}\ll\Omega$, has $\tau_H=100.01$ fs by (20), twice its free value because the energy of an underdamped oscillator relaxes at rate $\gamma$, while the purely kinetic energy of a free mode relaxes at rate $2\gamma$. It supplies $100.01/32=3.13$ fs of the 3.85 fs found for the ring-polymer energy $H_n$, whose mean is fixed by equipartition and is not the quantum energy. With this $\tau_0$ the centroid, and not the internal frictions, limits the sampling of $H_n$. The optimum (22) with $\omega\to\Omega$ is $\gamma_0=2\Omega$, or $\tau_0=0.885$ fs, which gives the centroid $1/\Omega=1.77$ fs and lowers the mean to $3.85-3.13+0.06=0.78$ fs. The stationary $\langle q^2\rangle$ of the continuous-time dynamics is 0.005482 Å$^2$ for $n=32$ and 0.005584 Å$^2$ for $n=64$, against the exact $(\hbar/2m\Omega)\coth(\beta\hbar\Omega/2)=0.005619$ Å$^2$. The error for $n=32$ is 2.4% of the exact value and shrinks by a factor 3.89 on doubling $n$, near the factor 4 of an $n^{-2}$ law. At $h=0.25$ fs the splitting raises the sampled $\langle q^2\rangle$ by a further relative amount of roughly $(\Omega h)^2/4=0.1413^2/4=0.5\%$, so the last digits above do not carry over to a run at that step.

A stochastic run in bead coordinates with $n=6$, $h=0.3/\omega_n$, 8000 independent rings and 250 steps gives, for $k=1$ with $\omega_1=\omega_n$, $\omega_n\tau=2.045\pm0.037$, $0.956\pm0.016$ and $1.441\pm0.028$ at $\lambda=0.25$, 1 and 4. The finite-run values from (26) are 2.064, 0.959 and 1.436, and (30) gives 2.121, 0.972 and 1.487. In continuous time both outer cases would give $(0.25+4)/2=2.125$. The symmetry under $\lambda\to1/\lambda$ is lost at $\lambda=4$ mainly because $\gamma h/2=1.2$ there, and the hyperbolic tangent in (30) lies well below its argument.

The numerical check produced the simulation results and the data of the worked example, except the values for $\gamma_0=2\Omega$ and the estimate of the step error in the well, which follow from the arithmetic shown. It tests the main equations by symbolic algebra, quadrature, explicit sums, bead-space Lyapunov equations and simulation; it tests (19) in the three cases (20).

## Values computed for the example and the checks

```
numerical optimum g/w: H 2.000, V 1.000 (dimensionless)
w*tau at optimum: H 1.0000, V 1.0000 (dimensionless)
w*tau_H at g=w: 1.2500, at g=4w: 1.2500
h^2 coefficient at g=1.3, w=1: -0.1541 (reduced units)
simulation n=6, h=0.3, 8000 walkers, 250 steps, k=1, w=1.000 (units w_n)
 g/2w=0.25: tau sim 2.045+-0.037, finite-run 2.064, tau_h 2.121 (1/w_n)
 g/2w=1.0: tau sim 0.956+-0.016, finite-run 0.959, tau_h 0.972 (1/w_n)
 g/2w=4.0: tau sim 1.441+-0.028, finite-run 1.436, tau_h 1.487 (1/w_n)
T = 300.0 K, n = 32, h = 0.25 fs, tau0 = 100.0 fs
kT/hbar = 0.03928 1/fs, w_n = 1.2568 1/fs = 6672 cm^-1
k  w[1/fs] w[cm^-1] g=2w[1/fs] tau_H[fs] w*h c1
 1 0.2464 1308 0.4928 4.0587 0.0616 0.9403
 2 0.4904 2603 0.9808 2.0392 0.1226 0.8846
 4 0.9619 5107 1.9239 1.0396 0.2405 0.7862
 8 1.7774 9436 3.5549 0.5626 0.4444 0.6412
16 2.5137 13345 5.0273 0.3978 0.6284 0.5334
k  tau_h(2w)[fs] g_opt[1/fs] g_opt/2w tau_h(g_opt)[fs] ratio
 1 4.0536 0.4940 1.0025 4.0536 1.0000
 2 2.0291 0.9908 1.0102 2.0290 1.0001
 4 1.0202 2.0027 1.0409 1.0194 1.0007
 8 0.5297 4.1436 1.1656 0.5251 1.0087
16 0.3563 7.3735 1.4667 0.3440 1.0356
largest h with finite optimum for all modes = 0.3125 fs
free centroid: g0 = 0.010 1/fs, tau_K = 50.0 fs, c1 = 0.99875
mean tau_H over free internal modes = 0.9389 fs
well: Omega = 3000 cm^-1 = 0.5651 1/fs, m = 1 u, beta hbar Omega = 14.388
 k=1: w~ 0.6165 1/fs, lambda 0.3997, tau 2.3535 fs, best 1.6221 fs, ratio 1.4509
 k=16: w~ 2.5764 1/fs, lambda 0.9756, tau 0.3883 fs, best 0.3881 fs, ratio 1.0003
 centroid tau_H = 100.01 fs, total-energy tau = 3.8495 fs
 <q^2>: n=32 0.005482, n=64 0.005584, exact 0.005619 Angstrom^2
 error ratio n=32 over n=64 = 3.891
```
